**Spin blocks of L·σ for a rotated magnetization axis**

For spin states quantized along n(θ, φ), the program tests the diagonal blocks ±L·n and the off-diagonal block −L_z sinθ − sin²(θ/2) e^(−iφ) L₊ + cos²(θ/2) e^(iφ) L₋. Here L is the orbital angular momentum, σ the Pauli matrices, L± = L_x ± iL_y, and ζ the radial spin-orbit integrals for each pair of spins. It asserts that the blocks agree with direct spinor products, and that the matrix elements agree with three-dimensional quadrature in which L acts by finite differences; the largest difference found is 3.5e-09 eV. It also asserts that, for one common ζ, the second-variation spectrum equals that of a calculation in fixed spin axes with an exchange field along n. Further assertions cover reversal of n, a change of spinor phase, and the absence of anisotropy without a crystal field. For a model d shell with seven electrons, diagonalization puts the energy for n along x 0.00086 eV below that for z, and the energy for y 0.00456 eV above it. The second-order anisotropy is asserted to agree with diagonalization within 10% of the full energy range over the directions examined. On halving ζ at weak coupling, the energy left out by second order falls by a factor of 8.01, as a third-order term would.

## Numerical verification

```python
# Result under test: for spin quantized along n(theta, phi), with spin states
# given by the columns of U = exp(-i phi sz/2) exp(-i theta sy/2), L.sigma has blocks
#   up,up = Lz cos(theta) + sin(theta)/2 (exp(-i phi) L+ + exp(i phi) L-) = -(down,down)
#   up,dn = -Lz sin(theta) - sin^2(theta/2) exp(-i phi) L+ + cos^2(theta/2) exp(i phi) L-
# and down,up is the adjoint of up,dn. Spin-orbit operator: xi(r) L.sigma / 2.
# zeta[s,t] = radial integral of R_s xi R_t r^2; s,t = 0 (up), 1 (down).
# Orbitals: real d functions in the order xy, yz, z2, xz, x2-y2.
# The model energy is the sum of the lowest levels at fixed model parameters.
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants, fine_structure

BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE = physical_constants["Hartree energy in eV"][0]
NAMES = ["xy", "yz", "z2", "xz", "x2-y2"]
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)

# Model parameters
charge = 20.0
decay_angstrom = np.array([7.5, 7.2])          # 1/angstrom, up and down
crystal = np.array([0.0, 0.2, 1.0, 0.8, 1.5])  # eV
exchange = 2.5                                 # eV
electrons = 7
decay = decay_angstrom * BOHR                  # 1/bohr

# Angular momentum from ladder elements, then transformed to real orbitals
m = np.arange(-2, 3)
Lz_c = np.diag(m).astype(complex)
Lp_c = np.zeros((5, 5), dtype=complex)
for k in range(4):
    Lp_c[k + 1, k] = np.sqrt(6 - m[k] * (m[k] + 1))
q = 1 / np.sqrt(2)
to_real = np.array([[1j * q, 0, 0, 0, q],
                    [0, 1j * q, 0, q, 0],
                    [0, 0, 1, 0, 0],
                    [0, 1j * q, 0, -q, 0],
                    [-1j * q, 0, 0, 0, q]])
Lz = to_real.conj().T @ Lz_c @ to_real
Lp = to_real.conj().T @ Lp_c @ to_real
Lm = Lp.conj().T
L = np.array([(Lp + Lm) / 2, (Lp - Lm) / (2j), Lz])


def axis(theta, phi):
    return np.array([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)])


def spin_states(theta, phi):
    return expm(-0.5j * phi * PAULI[2]) @ expm(-0.5j * theta * PAULI[1])


def coefficients(theta, phi):
    """Coefficients of Lz, L+, L- in the up,up and up,down blocks."""
    em, ep = np.exp(-1j * phi), np.exp(1j * phi)
    uu = (np.cos(theta), np.sin(theta) * em / 2, np.sin(theta) * ep / 2)
    ud = (-np.sin(theta), -np.sin(theta / 2)**2 * em, np.cos(theta / 2)**2 * ep)
    return uu, ud


def spin_orbit(theta, phi, strength):
    """Derived blocks times strength[s,t]/2."""
    cu, cd = coefficients(theta, phi)
    uu = cu[0] * Lz + cu[1] * Lp + cu[2] * Lm
    ud = cd[0] * Lz + cd[1] * Lp + cd[2] * Lm
    return 0.5 * np.block([[strength[0, 0] * uu, strength[0, 1] * ud],
                           [strength[1, 0] * ud.conj().T, -strength[1, 1] * uu]])


# Radial integrals for R_s = norm_s r^2 exp(-decay_s r), xi = charge alpha^2/(2 r^3)
norm = np.sqrt((2 * decay)**7 / 720)
zeta = (HARTREE * charge * fine_structure**2 / 2 * np.outer(norm, norm)
        * 6 / np.add.outer(decay, decay)**4)


def orbital_values(p):
    x, y, z = p
    r = np.sqrt(x * x + y * y + z * z)
    c = np.sqrt(15 / (4 * np.pi))
    d = np.array([c * x * y, c * y * z, c * (3 * z * z - r * r) / (2 * np.sqrt(3)),
                  c * x * z, c * (x * x - y * y) / 2])
    return np.array([norm[s] * np.exp(-decay[s] * r) * d for s in (0, 1)])


def quadrature_tables():
    """Integrals of f xi/2 (L_i g), with L = -i r x grad by finite differences."""
    xr, wr = np.polynomial.legendre.leggauss(60)
    r, wr = 3 * (xr + 1), 3 * wr
    c, wc = np.polynomial.legendre.leggauss(8)
    f = 2 * np.pi * np.arange(12) / 12
    R, C, F = np.meshgrid(r, c, f, indexing="ij")
    W = (wr[:, None, None] * wc[None, :, None] * 2 * np.pi / 12 * R**2).ravel()
    S = np.sqrt(1 - C**2)
    p = np.array([(R * S * np.cos(F)).ravel(), (R * S * np.sin(F)).ravel(),
                  (R * C).ravel()])
    xi = HARTREE * charge * fine_structure**2 / (2 * R.ravel()**3)
    h = 1e-4
    grad = []
    for i in range(3):
        step = np.zeros((3, 1))
        step[i] = h
        grad.append((orbital_values(p + step) - orbital_values(p - step)) / (2 * h))
    values = orbital_values(p).reshape(10, -1)
    tables = []
    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        Lg = -1j * (p[j] * grad[k] - p[k] * grad[j])
        T = (values * (W * xi / 2)) @ Lg.reshape(10, -1).T
        tables.append(T.reshape(2, 5, 2, 5))
    overlap = (values * W) @ values.T
    return np.array(tables), overlap


tables, overlap = quadrature_tables()
for s in (0, 1):
    part = overlap[5 * s:5 * s + 5, 5 * s:5 * s + 5]
    assert np.allclose(part, np.eye(5), atol=1e-9)


def direct_spin_orbit(theta, phi):
    U = spin_states(theta, phi)
    spin = np.array([U.conj().T @ s @ U for s in PAULI])
    return np.einsum("ist,isatb->satb", spin, tables).reshape(10, 10)


# Blocks against spinor products and against quadrature, at several angles
rng = np.random.default_rng(4)
angles = [(0.0, 0.0), (np.pi / 2, 0.0), (np.pi / 2, np.pi / 2)]
angles += [(np.pi * a, 2 * np.pi * b) for a, b in rng.random((8, 2))]
L_dot_sigma = sum(np.kron(PAULI[i], L[i]) for i in range(3))
ones = np.ones((2, 2))
block_error = quad_error = 0.0
for th, ph in angles:
    U = spin_states(th, ph)
    n_sigma = np.einsum("i,ist->st", axis(th, ph), PAULI)
    assert np.allclose(n_sigma @ U, U @ PAULI[2], atol=1e-12)
    e1 = np.array([np.cos(th) * np.cos(ph), np.cos(th) * np.sin(ph), -np.sin(th)])
    e2 = np.array([-np.sin(ph), np.cos(ph), 0])
    frame = np.array([e1, e2, axis(th, ph)]).T
    for i in range(3):
        rotated = np.einsum("j,jst->st", frame[i], PAULI)
        assert np.allclose(U.conj().T @ PAULI[i] @ U, rotated, atol=1e-12)
    big = np.kron(U, np.eye(5))
    exact = big.conj().T @ L_dot_sigma @ big
    block_error = max(block_error, abs(exact - 2 * spin_orbit(th, ph, ones)).max())
    diff = direct_spin_orbit(th, ph) - spin_orbit(th, ph, zeta)
    quad_error = max(quad_error, abs(diff).max())
assert block_error < 1e-12
assert quad_error < 1e-7   # eV, limited by the finite-difference gradient

# Second variation
levels = np.concatenate([crystal - exchange / 2, crystal + exchange / 2])


def spectrum(theta, phi, strength=zeta, base=levels):
    return np.linalg.eigvalsh(np.diag(base) + spin_orbit(theta, phi, strength))


def band_energy(theta, phi, strength=zeta):
    return spectrum(theta, phi, strength)[:electrons].sum()


th0, ph0 = np.radians(50.0), np.radians(35.0)

# Same spectrum in fixed spin axes with an exchange field along n (one common zeta)
common = zeta[0, 0]
for th, ph in angles:
    n_sigma = np.einsum("i,ist->st", axis(th, ph), PAULI)
    fixed = (np.kron(np.eye(2), np.diag(crystal)) + common / 2 * L_dot_sigma
             - exchange / 2 * np.kron(n_sigma, np.eye(5)))
    assert np.allclose(np.linalg.eigvalsh(fixed),
                       spectrum(th, ph, common * ones), atol=1e-11)

# Time reversal, spinor phase, and isotropy without a crystal field
assert np.allclose(spectrum(th0, ph0), spectrum(np.pi - th0, ph0 + np.pi), atol=1e-11)
rephased = np.diag(levels) + spin_orbit(th0, ph0, zeta)
rephased[:5, 5:] *= np.exp(-1j * ph0)
rephased[5:, :5] *= np.exp(1j * ph0)
assert np.allclose(np.linalg.eigvalsh(rephased), spectrum(th0, ph0), atol=1e-11)
spherical = np.repeat([-exchange / 2, exchange / 2], 5)
isotropy_error = abs(spectrum(th0, ph0, zeta, spherical)
                     - spectrum(0, 0, zeta, spherical)).max()
assert isotropy_error < 1e-11
assert abs(spectrum(th0, ph0) - spectrum(0, 0)).max() > 1e-4

# Second-order energy: constant + n.A.n, from real vectors v = Im <o|L|u>
assert abs(L.real).max() < 1e-12
order = np.argsort(levels)
occupied, empty = order[:electrons], order[electrons:]
gap = levels[empty].min() - levels[occupied].max()
A_same, A_flip, constant = np.zeros((3, 3)), np.zeros((3, 3)), 0.0
for o in occupied:
    for u in empty:
        v = L[:, o % 5, u % 5].imag
        g = zeta[o // 5, u // 5]**2 / (4 * (levels[u] - levels[o]))
        if o // 5 == u // 5:
            A_same -= g * np.outer(v, v)
        else:
            A_flip += g * np.outer(v, v)
            constant -= g * (v @ v)
A = A_same + A_flip
assert abs(A - np.diag(np.diag(A))).max() < 1e-14
K1 = (A[0, 0] + A[1, 1]) / 2 - A[2, 2]
K2 = (A[0, 0] - A[1, 1]) / 2


def second_order_anisotropy(theta, phi):
    return np.sin(theta)**2 * (K1 + K2 * np.cos(2 * phi))


# What second order leaves out must fall at least as the cube of the coupling
E_start = levels[occupied].sum()
E2_general = constant + A[2, 2] + second_order_anisotropy(th0, ph0)
rest = [band_energy(th0, ph0, s * zeta) - E_start - s**2 * E2_general
        for s in (0.04, 0.02)]
rest_ratio = abs(rest[0] / rest[1])
assert rest_ratio > 6

directions = {"x": (np.pi / 2, 0.0), "y": (np.pi / 2, np.pi / 2),
              "general n": (th0, ph0)}
E_z = band_energy(0, 0)
full = {k: band_energy(*d) - E_z for k, d in directions.items()}
second = {k: second_order_anisotropy(*d) for k, d in directions.items()}
span = max(0, *full.values()) - min(0, *full.values())
for k in directions:
    # higher orders in zeta/gap are left out of the second-order value
    assert abs(full[k] - second[k]) < 0.1 * span
no_flip = zeta * np.eye(2)
E_z_no_flip = band_energy(0, 0, no_flip)

print(f"model charge: {charge:.1f} (elementary charges)")
print(f"decay constants up, down: {decay_angstrom[0]:.2f}, {decay_angstrom[1]:.2f} 1/angstrom")
for name, e in zip(NAMES, crystal):
    print(f"crystal-field level {name}: {e:.2f} eV")
print(f"exchange splitting: {exchange:.2f} eV; electrons: {electrons}")
print(f"gap before spin-orbit coupling: {gap:.3f} eV")
print(f"zeta up,up: {zeta[0, 0]:.6f} eV")
print(f"zeta up,down: {zeta[0, 1]:.6f} eV")
print(f"zeta down,down: {zeta[1, 1]:.6f} eV")
print(f"general n: theta = {np.degrees(th0):.1f} deg, phi = {np.degrees(ph0):.1f} deg")
for label, cs in zip(("up,up", "up,down"), coefficients(th0, ph0)):
    for op, cval in zip(("Lz", "L+", "L-"), cs):
        print(f"coefficient of {op} in {label}: {complex(cval):.5f}")
H_formula, H_direct = spin_orbit(th0, ph0, zeta), direct_spin_orbit(th0, ph0)
for a, b in ((1, 3), (0, 3)):
    tag = f"<{NAMES[a]} up|H_SO|{NAMES[b]} down>"
    print(f"{tag} formula: {H_formula[a, 5 + b]:.6f} eV")
    print(f"{tag} quadrature: {H_direct[a, 5 + b]:.6f} eV")
print(f"largest block error (L.sigma, units of hbar): {block_error:.1e}")
print(f"largest formula-quadrature difference: {quad_error:.1e} eV")
print(f"largest level shift with n, no crystal field: {isotropy_error:.1e} eV")
for i, k in enumerate("xyz"):
    print(f"A_{k}{k} same-spin, spin-flip, total: {A_same[i, i]:.6f}, "
          f"{A_flip[i, i]:.6f}, {A[i, i]:.6f} eV")
print(f"direction-independent second-order term: {constant:.6f} eV")
print(f"K1: {K1:.6f} eV")
print(f"K2: {K2:.6f} eV")
print(f"band energy for n along z: {E_z:.6f} eV")
for k in directions:
    print(f"E({k}) - E(z), diagonalization: {full[k]:.6f} eV")
    print(f"E({k}) - E(z), second order: {second[k]:.6f} eV")
for k in ("x", "y"):
    value = band_energy(*directions[k], no_flip) - E_z_no_flip
    print(f"E({k}) - E(z), spin-flip blocks removed: {value:.6f} eV")
print(f"second-order remainder ratio on halving zeta: {rest_ratio:.2f}")
print("every check passed")
```

Printed output:

```
model charge: 20.0 (elementary charges)
decay constants up, down: 7.50, 7.20 1/angstrom
crystal-field level xy: 0.00 eV
crystal-field level yz: 0.20 eV
crystal-field level z2: 1.00 eV
crystal-field level xz: 0.80 eV
crystal-field level x2-y2: 1.50 eV
exchange splitting: 2.50 eV; electrons: 7
gap before spin-orbit coupling: 0.600 eV
zeta up,up: 0.060392 eV
zeta up,down: 0.056757 eV
zeta down,down: 0.053431 eV
general n: theta = 50.0 deg, phi = 35.0 deg
coefficient of Lz in up,up: 0.64279+0.00000j
coefficient of L+ in up,up: 0.31375-0.21969j
coefficient of L- in up,up: 0.31375+0.21969j
coefficient of Lz in up,down: -0.76604+0.00000j
coefficient of L+ in up,down: -0.14631+0.10244j
coefficient of L- in up,down: 0.67285+0.47113j
<yz up|H_SO|xz down> formula: 0.000000-0.021739j eV
<yz up|H_SO|xz down> quadrature: -0.000000-0.021739j eV
<xy up|H_SO|xz down> formula: 0.016277-0.014943j eV
<xy up|H_SO|xz down> quadrature: 0.016277-0.014943j eV
largest block error (L.sigma, units of hbar): 8.9e-16
largest formula-quadrature difference: 3.5e-09 eV
largest level shift with n, no crystal field: 1.3e-15 eV
A_xx same-spin, spin-flip, total: -0.004118, 0.001188, -0.002929 eV
A_yy same-spin, spin-flip, total: 0.000000, 0.002644, 0.002644 eV
A_zz same-spin, spin-flip, total: -0.003093, 0.001065, -0.002028 eV
direction-independent second-order term: -0.004898 eV
K1: 0.001885 eV
K2: -0.002787 eV
band energy for n along z: -0.056823 eV
E(x) - E(z), diagonalization: -0.000860 eV
E(x) - E(z), second order: -0.000902 eV
E(y) - E(z), diagonalization: 0.004556 eV
E(y) - E(z), second order: 0.004672 eV
E(general n) - E(z), diagonalization: 0.000537 eV
E(general n) - E(z), second order: 0.000547 eV
E(x) - E(z), spin-flip blocks removed: -0.001017 eV
E(y) - E(z), spin-flip blocks removed: 0.003088 eV
second-order remainder ratio on halving zeta: 8.01
every check passed
```
